\section*{Counting displaced atoms in a hard-sphere collision cascade}

\section*{The problem}

A fast ion entering a crystal knocks atoms off their sites. Those atoms strike others, and the motion spreads until no atom has enough energy to do further damage. This is a collision cascade. We want the mean number of atoms it leaves displaced, $\nu(E)$, when it is started by an atom of kinetic energy $E$. The model has these rules.

\begin{itemize}
\item All atoms are identical hard spheres of diameter $D$. Collisions are elastic and involve one moving atom and one atom at rest. Impact points are random, so crystal order plays no part.
\item A struck atom leaves its site if it receives an energy $T\ge E_d$, and stays if $T<E_d$. The sharp threshold $E_d$ is a condition for leaving, not a toll: the atom departs with the whole of $T$. If it stays, $T$ becomes heat.
\item After the collision the projectile has $E-T$. If this is at least $E_d$, it moves on. If it is less and the struck atom has left, the projectile drops into the empty site, which is called a replacement. If it is less and the struck atom has stayed, the projectile stops between the sites as an interstitial.
\item No energy goes to electrons, no atom escapes through the surface, and vacancies and interstitials do not recombine.
\end{itemize}

The count $\nu$ includes the starting atom. When that atom came from a lattice site, $\nu$ is the number of interstitials and also the number of vacancies.

\section*{(a) Energy transfer}

\textit{Find the probability distribution of $T$ in one collision of a projectile of energy $E$.}

\textbf{Solution.} Let the projectile have velocity $\mathbf v$, and let $\mathbf n$ be the unit vector from its centre to that of the struck atom at contact. Smooth spheres push on each other along $\mathbf n$ only, so the struck atom leaves with velocity $w\mathbf n$. The masses are equal, and conservation of momentum leaves the projectile with $\mathbf v-w\mathbf n$. Conservation of energy then requires
\begin{equation}
v^2=|\mathbf v-w\mathbf n|^2+w^2=v^2-2w\,\mathbf v\cdot\mathbf n+2w^2 .
\end{equation}
The root $w=0$ means no collision. The other root is $w=\mathbf v\cdot\mathbf n=v\cos\psi$, where $\psi$ is the angle between $\mathbf v$ and $\mathbf n$. The impact parameter $b$ is the distance of the struck centre from the projectile's line of flight, so $\sin\psi=b/D$ and
\begin{equation}
T=E\cos^2\psi=E\left(1-\frac{b^2}{D^2}\right).
\end{equation}
Given that a collision occurs, the impact point is uniform over a disc of radius $D$. The probability that $b^2$ is below some value is that value divided by $D^2$. Hence, for $0\le\tau\le E$,
\begin{equation}
P(T>\tau)=P\!\left(b^2<D^2\Bigl(1-\frac{\tau}{E}\Bigr)\right)=1-\frac{\tau}{E}.
\end{equation}
The probability density of $T$ is minus the derivative of this, $1/E$. All transfers from $0$ to $E$ are equally likely, and the same is true of the remainder $E-T$.

\section*{(b) Low energies}

\textit{Find $\nu(E)$ for $E<2E_d$.}

\textbf{Solution.} An atom that receives less than $E_d$ does not leave its site, so $\nu=0$ for $E<E_d$.

Now take $E_d\le E<2E_d$. The two energies after a collision add up to $E<2E_d$, so they cannot both reach $E_d$. Three outcomes remain.

\begin{enumerate}
\item $T\ge E_d$: the struck atom leaves and the projectile replaces it. One atom is still off its site, now with energy $T$.
\item $E-T\ge E_d$: the struck atom stays and the projectile moves on. One atom is off its site, with energy $E-T$.
\item Both energies are below $E_d$: the struck atom stays and the projectile stops as an interstitial. One atom is off its site, and the motion is over.
\end{enumerate}

The number of displaced atoms is one after each outcome. The third outcome needs $E-E_d<T<E_d$, an interval of length $2E_d-E$, so its probability is $(2E_d-E)/E$. This is positive and grows as the energy falls, so the sequence of collisions ends with probability one. Therefore
\begin{equation}
\nu(E)=\begin{cases}0,&E<E_d,\\ 1,&E_d\le E<2E_d.\end{cases}
\label{low}
\end{equation}
The second line holds in each cascade, not just on average. It does not use the uniform distribution of $T$, a fact needed in part (g).

\section*{(c) An equation for higher energies}

\textit{Relate $\nu(E)$ for $E\ge2E_d$ to its values at lower energies. Why does the relation fail below $2E_d$?}

\textbf{Solution.} Look at the first collision. If both atoms have at least $E_d$, each starts its own cascade, and the mean count is $\nu(T)+\nu(E-T)$. If $T<E_d$, the projectile keeps more than $E-E_d\ge E_d$ and moves on alone. The count is $\nu(E-T)$, which equals the same sum because $\nu(T)=0$. If $E-T<E_d$, the projectile is captured and the struck atom moves on. The count is $\nu(T)$, again the same sum because $\nu(E-T)=0$. For $E\ge2E_d$ the two energies cannot both be below $E_d$, because they add up to $E$. Averaging over $T$ with density $1/E$ gives
\begin{equation}
\nu(E)=\frac1E\int_0^E\bigl[\nu(T)+\nu(E-T)\bigr]dT=\frac2E\int_0^E\nu(T)\,dT .
\label{inteq}
\end{equation}
The substitution $T\to E-T$ shows that the two terms have equal integrals, hence the factor $2$.

For $E_d\le E<2E_d$ the right side would be $(2/E)(E-E_d)$, which falls short of the true value $1$ by $(2E_d-E)/E$. That is the probability of the third outcome in (b), in which both energies are below $E_d$ and yet one displaced atom remains. The sum $\nu(T)+\nu(E-T)$ misses that atom.

\section*{(d) The solution}

\textit{Solve for $\nu(E)$ at $E\ge2E_d$.}

\textbf{Solution.} Split the integral in (\ref{inteq}) at $E_d$ and $2E_d$ and insert (\ref{low}). The first interval gives nothing and the second gives $E_d$. After multiplication by $E$,
\begin{equation}
E\,\nu(E)=2E_d+2\int_{2E_d}^{E}\nu(T)\,dT .
\label{split}
\end{equation}
Differentiate with respect to $E$:
\begin{equation}
\nu+E\frac{d\nu}{dE}=2\nu
\quad\Longrightarrow\quad
E\frac{d\nu}{dE}=\nu
\quad\Longrightarrow\quad
\frac{d}{dE}\!\left(\frac{\nu}{E}\right)=0 .
\end{equation}
So $\nu=CE$. At $E=2E_d$ the integral in (\ref{split}) vanishes, which leaves $2E_d\,\nu(2E_d)=2E_d$, or $\nu(2E_d)=1$. This fixes $C=1/(2E_d)$:
\begin{equation}
\boxed{\;\nu(E)=\frac{E}{2E_d},\qquad E\ge2E_d\;}
\label{kp}
\end{equation}
This is the Kinchin--Pease result. Putting it back into the right side of (\ref{split}) gives $2E_d+(E^2-4E_d^2)/(2E_d)=E^2/(2E_d)$, which equals the left side.

The result is linear from $2E_d$ upward, with no correction at low $E$, and it joins the plateau $\nu=1$ continuously. It is a mean. At $E=2.5E_d$ it gives $1.25$, although each cascade leaves a whole number of atoms. The number grows only in a collision that leaves both atoms with at least $E_d$, so three displaced atoms would need at least $3E_d$. Here the number is therefore one or two, and two atoms are displaced in a quarter of the cascades.

\section*{(e) Where the factor two comes from}

\textit{Energy conservation and the capture rule together would allow up to $E/E_d$ displaced atoms. Follow the energy to see what becomes of the other half.}

\textbf{Solution.} Call the two atoms after a collision its products. Let $F(x)\,dx$ be the mean number of products with energy between $x$ and $x+dx$, counted over all collisions made by atoms with at least $2E_d$. A collision at energy $y$ yields two products, each uniform on $[0,y]$, so it contributes $2/y$ to $F(x)$ for every $x<y$. The starting atom contributes $2/E$, and each product of energy $y\ge2E_d$ collides in turn. For $x\ge2E_d$,
\begin{equation}
F(x)=\frac2E+\int_x^E\frac2y\,F(y)\,dy
\quad\Longrightarrow\quad
\frac{dF}{dx}=-\frac{2F}{x}
\quad\Longrightarrow\quad
F=\frac{2E}{x^2}.
\end{equation}
The constant follows from $F(E)=2/E$.

For $x<2E_d$ the contributing atoms still have $y\ge2E_d$, so the lower limit of the integral stays at $2E_d$:
\begin{equation}
F=\frac2E+\int_{2E_d}^{E}\frac{4E}{y^3}\,dy
=\frac2E+2E\left(\frac1{4E_d^2}-\frac1{E^2}\right)=\frac{E}{2E_d^2}.
\label{flat}
\end{equation}
This does not depend on $x$. The products that first fall below $2E_d$ are spread evenly over $[0,2E_d]$. Their number is $2E_d\cdot E/(2E_d^2)=E/E_d$ and their mean energy is $E_d$, so together they hold the full energy $E$.

Half of them lie below $E_d$ and add nothing to the count: they are atoms that never left, or projectiles that became replacements. The other half lie between $E_d$ and $2E_d$, and by (b) each yields one displaced atom. That gives $E/(2E_d)$ again. The lower half carries
\begin{equation}
\int_0^{E_d}x\,\frac{E}{2E_d^2}\,dx=\frac E4 ,
\end{equation}
a quarter of the energy. The upper half carries the other three quarters, or $1.5E_d$ per displaced atom. The price of $2E_d$ per atom thus consists of $1.5E_d$ held by the atom that counts and $0.5E_d$ held by a product that does not.

\section*{(f) A silicon implant}

\textit{Silicon ions of 5 keV enter silicon at a dose of $10^{13}\ \mathrm{cm^{-2}}$. Take $E_d=15$ eV and a damaged depth of 15 nm, both rough values. Find the count per ion and the displaced fraction of the layer.}

\textbf{Solution.} The ion has the mass of the target atoms, so the model applies from the first collision:
\begin{equation}
\nu=\frac{5000\ \mathrm{eV}}{2\times15\ \mathrm{eV}}\approx167 .
\end{equation}
The ion is one of these atoms but left no vacancy behind, so there are about 166 vacancies.

A Monte Carlo simulation that applies the rules atom by atom, with random impact points, gives a mean of $166.6\pm0.1$ over 4000 cascades. The standard deviation from one cascade to another is 5.0, or 3\% of the mean. On average 333.4 products first fall below 30 eV, against $E/E_d=333.3$, and the share of them below 15 eV carries 25.0\% of the energy, as found in (e).

Silicon has $4.99\times10^{22}$ atoms per $\mathrm{cm^3}$, so a layer 15 nm deep holds $7.49\times10^{16}\ \mathrm{cm^{-2}}$. The displaced fraction is
\begin{equation}
\frac{10^{13}\times166.7}{7.49\times10^{16}}=0.022 .
\end{equation}
This treats each ion as if it entered undamaged crystal, which is reasonable while the fraction is small. At ten times the dose the same sum would give 0.22. Later ions would then meet many atoms that are already displaced, and simple addition would no longer be safe.

\section*{(g) Softer collisions}

\textit{Real atoms repel softly, which favours small transfers. Let $t=T/E$ have a density $k(t)$ that is the same at all energies. Find $\nu$ for $E\gg E_d$.}

\textbf{Solution.} Let $C(y)\,dy$ be the mean number of collisions made by atoms with energy in $dy$, for $y\ge2E_d$. Atoms arrive at $y$ as products of collisions at higher energies $z$, as struck atoms if $t=y/z$ and as projectiles if $1-t=y/z$. Far below the starting energy,
\begin{equation}
C(y)=\int_y^\infty C(z)\left[k\!\left(\frac yz\right)+k\!\left(1-\frac yz\right)\right]\frac{dz}{z}.
\end{equation}
Try $C=B/y^2$ and set $u=y/z$, so that $dz/z$ becomes $du/u$ and $C(z)=Bu^2/y^2$. The right side is then
\begin{equation}
\frac{B}{y^2}\int_0^1u\,[k(u)+k(1-u)]\,du=\frac{B}{y^2}\int_0^1[u+(1-u)]\,k(u)\,du=\frac{B}{y^2},
\end{equation}
so the trial form is a solution. We take it that the cascade settles into this form when $E\gg E_d$. The simulation below bears this out for two broad laws; for a $k$ sharply peaked at one value of $t$, such as $t=\tfrac12$, the approach is much slower and $\nu/E$ still oscillates at $E/E_d$ of several hundred.

The constant $B$ follows from the energy carried below $2E_d$, which must be all of $E$. A struck atom of energy $ty$ falls below $2E_d$ if $y<2E_d/t$. For fixed $t$ these atoms carry
\begin{equation}
\int_{2E_d}^{2E_d/t}\frac{B}{y^2}\,ty\,dy=-B\,t\ln t .
\end{equation}
The projectiles give the same expression with $1-t$ in place of $t$. Hence
\begin{equation}
E=B\int_0^1k(t)\bigl[-t\ln t-(1-t)\ln(1-t)\bigr]dt .
\end{equation}

By (b), each product that lands between $E_d$ and $2E_d$ gives one displaced atom. For struck atoms this requires $E_d/t\le y<2E_d/t$ as well as $y\ge2E_d$. Integrating $B/y^2$ over this range gives
\begin{equation}
\frac{B}{2E_d}\bigl[\min(1,2t)-t\bigr].
\end{equation}
Add the same expression with $t\to1-t$. The brackets sum to $2t$ for $t<\tfrac12$ and to $2(1-t)$ for $t>\tfrac12$, that is, to $2\min(t,1-t)$. Eliminating $B$,
\begin{equation}
\nu=\kappa\,\frac{E}{2E_d},\qquad
\kappa=\frac{2\int_0^1k\,\min(t,1-t)\,dt}{\int_0^1k\,[-t\ln t-(1-t)\ln(1-t)]\,dt}.
\label{kappa}
\end{equation}

For hard spheres $k=1$. The numerator is $2\times\tfrac14$ and the denominator $\tfrac14+\tfrac14$, so $\kappa=1$.

Scattering by a screened Coulomb repulsion is often approximated by $k\propto t^{-1-m}$, with $m$ decreasing towards zero at low energy. For $m\ge0$ this law can be normalised only if transfers below some small $t$ are left out. The normalisation cancels in (\ref{kappa}), and for $m<1$ both integrals converge as this cut goes to zero. For $m=0$ the numerator is
\begin{equation}
2\left[\int_0^{1/2}dt+\int_{1/2}^1\frac{1-t}{t}\,dt\right]=2\left[\tfrac12+\ln2-\tfrac12\right]=2\ln2 .
\end{equation}
The denominator is
\begin{equation}
-\int_0^1\ln t\,dt-\int_0^1\frac{\ln(1-t)}{t}\,dt+\int_0^1\ln(1-t)\,dt=1+\frac{\pi^2}{6}-1=\frac{\pi^2}{6},
\end{equation}
where the middle integral is found by expanding the logarithm, which gives $\sum_n1/n^2$. So $\kappa=12\ln2/\pi^2=0.843$. For $m=\tfrac13$ numerical integration gives $0.702$.

Simulated 5 keV cascades, 500 for each law and with transfers below $t=10^{-4}$ left out, give 0.843 and 0.707. Equation (\ref{kappa}) with the same cut gives 0.843 and 0.708.

\section*{(h) How far to trust the number}

\textit{Estimate how the count of 167 changes when the main simplifications are relaxed.}

\textbf{Solution.} A moving atom also loses energy to electrons, and that part displaces nothing. Its size can be estimated from the Lindhard partition in Robinson's fitted form, quoted here without derivation. For an atom of atomic number $Z$ and relative atomic mass $A$ in its own solid, the energy left for damage is
\begin{equation}
E_{\rm dam}=\frac{E}{1+k_e\,g(\varepsilon)},\qquad
g=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon,
\end{equation}
with $k_e=0.1337\,Z^{1/6}(Z/A)^{1/2}$ and
\begin{equation}
\varepsilon=\frac{4\pi\epsilon_0\,a\,E}{2Z^2e^2},\qquad a=\frac{0.8853\,a_0}{\sqrt2\,Z^{1/3}},
\end{equation}
where $a_0$ is the Bohr radius. For silicon at 5 keV, $\varepsilon=0.122$, $k_e=0.1465$ and $g=2.599$. Then $E_{\rm dam}=5/(1+0.381)=3.62$ keV: electrons take 28\% of the energy, and the count drops from 167 to 121. Multiplying by $\kappa$ for $m=0$ or $m=\tfrac13$ lowers it further, to 102 or 85. Treating the two effects as separate factors is itself an approximation. These counts also lean low: $E_{\rm dam}$ subtracts the electronic loss down to zero energy, while by the argument of (b) what an atom loses once it is below $2E_d$ cannot change the count. The same fit gives a loss of 13\% for an atom starting at 30 eV, so the bias is of the order of a tenth.

The threshold matters as much. In a real crystal it depends on the direction of the knock, and values quoted for silicon run from about 10 eV to 30 eV or somewhat more. With hard spheres and no electronic loss, thresholds of 10 and 30 eV give counts of 250 and 83.

Self-implantation at a few keV is a real process step, used to damage or amorphise a shallow layer before doping. The dose taken here is low for amorphising, which typically needs $10^{14}\ \mathrm{cm^{-2}}$ or more. Within the picture of two-body collisions, (\ref{kp}) with the full ion energy overstates the count for such an implant at fixed $E_d$: soft scattering and electronic loss together bring it down by roughly a third to a half. Still left out are the energy spent in breaking bonds, escape through the surface, recombination of close vacancy--interstitial pairs, and the collective melting of small regions, where the picture of separate two-body collisions breaks down. The last of these works the other way: in silicon the melted regions can freeze as amorphous pockets that hold more displaced atoms than (\ref{kp}) gives. The count is therefore an estimate of the damage produced by collisions, not of the defects that remain in the wafer afterwards.
